# Reduced Energy and Nuclear Stopping of 50 keV Arsenic in Silicon: verification in Python

```python
"""Reduced energy and universal nuclear stopping of 50 keV As in Si.

Result under test (Hartree atomic units):
  eps = a*E_cm/(Z1*Z2),  E_cm = M2*E/(M1+M2),
  a = 0.8854/(Z1**0.23 + Z2**0.23),
  S = pi*a**2*gamma*E*s(eps)/eps,  gamma = 4*M1*M2/(M1+M2)**2.
Z1, M1: charge number and mass of the ion; Z2, M2: of the target atom.
E: laboratory energy; a: screening length; S: stopping cross section;
s: reduced nuclear stopping, given by the published ZBL fit.
The fit is compared with the scattering integral of the universal
potential, and the integral with Newtonian laboratory trajectories.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

HARTREE_EV = const.value("Hartree energy in eV")
BOHR_NM = const.value("Bohr radius") * 1e9
DALTON = const.atomic_mass / const.m_e

AMPLITUDES = np.array([0.1818, 0.5099, 0.2802, 0.02817])
DECAYS = np.array([3.2, 0.9423, 0.4028, 0.2016])


def screening(x):
    return sum(c * np.exp(-k * x) for c, k in zip(AMPLITUDES, DECAYS))


def screening_slope(x):
    return sum(-c * k * np.exp(-k * x) for c, k in zip(AMPLITUDES, DECAYS))


def fit_terms(eps):
    """Numerator and the three denominator terms of the ZBL fit."""
    return (np.log(1 + 1.1383 * eps), eps,
            0.01321 * eps**0.21226, 0.19593 * np.sqrt(eps))


def fit_stopping(eps):
    top, first, second, third = fit_terms(eps)
    return top / (2 * (first + second + third))


def deflection(turning, eps, phi, nodes=160):
    """Centre-of-mass angle for an array of reduced turning points."""
    z, w = np.polynomial.legendre.leggauss(nodes)
    t = np.pi * (z + 1) / 4
    w = np.pi * w / 4
    u = np.sin(t)[None, :]
    x0 = np.asarray(turning, dtype=float)[:, None]
    radial = np.cos(t)**2 + (phi(x0) * u**2 - phi(x0 / u) * u) / (x0 * eps)
    integral = np.sum(w * np.cos(t) / np.sqrt(radial), axis=1)
    beta_over_x0 = np.sqrt(1 - phi(x0[:, 0]) / (x0[:, 0] * eps))
    return np.pi - 2 * beta_over_x0 * integral


def head_on_turning(eps):
    return brentq(lambda x: eps * x - screening(x), 1e-6, 100, xtol=1e-14)


def integral_stopping(eps, nodes=160):
    """eps times the integral of sin^2(theta/2) over squared beta."""
    lowest = head_on_turning(eps)
    z, w = np.polynomial.legendre.leggauss(nodes)
    span = np.log((lowest + 80) / lowest)
    x = lowest * np.exp(span * (z + 1) / 2)
    jacobian = 2 * x - (screening(x) + x * screening_slope(x)) / eps
    theta = deflection(x, eps, screening, nodes)
    return eps * np.sum(w * span / 2 * x * jacobian * np.sin(theta / 2)**2)


# Inputs and the reduced energy
Z1, Z2 = 33, 14
mass1_u, mass2_u = 74.922, 28.085
energy_kev = 50.0
density_nm3 = 50.0
M1, M2 = mass1_u * DALTON, mass2_u * DALTON
E = energy_kev * 1000 / HARTREE_EV
power1, power2 = Z1**0.23, Z2**0.23
a = 0.8854 / (power1 + power2)
E_cm = M2 * E / (M1 + M2)
head_on_coulomb = Z1 * Z2 / E_cm
eps = a * E_cm / (Z1 * Z2)
gamma = 4 * M1 * M2 / (M1 + M2)**2
s_fit = fit_stopping(eps)
s_int = integral_stopping(eps)
area_factor = np.pi * a**2 * gamma * E / eps
S_fit = area_factor * s_fit
S_int = area_factor * s_int


def recoil_energy(b):
    """Laboratory trajectory of both atoms; target starts at rest."""
    speed = np.sqrt(2 * E / M1)

    def motion(_, y):
        dx, dy = y[0] - y[2], y[1] - y[3]
        r = np.hypot(dx, dy)
        force = Z1 * Z2 * (screening(r / a) / r**2
                           - screening_slope(r / a) / (r * a))
        fx, fy = force * dx / r, force * dy / r
        return [y[4], y[5], y[6], y[7],
                fx / M1, fy / M1, -fx / M2, -fy / M2]

    start = [-60 * a, b, 0, 0, speed, 0, 0, 0]
    path = solve_ivp(motion, (0, 130 * a / speed), start, method="DOP853",
                     rtol=1e-9, atol=1e-12, max_step=3 * a / speed)
    assert path.success
    return M2 * (path.y[6, -1]**2 + path.y[7, -1]**2) / 2


# Deflection quadrature against the closed result for a bare Coulomb force
coulomb_x0 = np.array([1.1, 1.5, 3.0, 10.0]) / eps
coulomb_beta = np.sqrt(coulomb_x0**2 - coulomb_x0 / eps)
coulomb_theta = deflection(coulomb_x0, eps, lambda x: np.ones_like(x))
assert np.allclose(coulomb_theta, 2 * np.arctan(1 / (2 * eps * coulomb_beta)),
                   rtol=1e-6, atol=1e-8)

# One screened collision at b = a: reduced description against trajectory
lowest_x = head_on_turning(eps)
x_sample = brentq(lambda x: x**2 - x * screening(x) / eps - 1,
                  lowest_x, 50, xtol=1e-14)
theta_sample = deflection([x_sample], eps, screening)[0]
T_reduced = gamma * E * np.sin(theta_sample / 2)**2
T_path = recoil_energy(a)
assert abs(T_path / T_reduced - 1) < 1e-4

# Head-on collision gives the largest possible energy transfer
T_head_on = recoil_energy(0.0)
assert abs(T_head_on / (gamma * E) - 1) < 1e-4

# Whole stopping cross section by summing laboratory trajectories
q, wq = np.polynomial.legendre.leggauss(32)
q, wq = (q + 1) / 2, wq / 2
b_values = 30 * a * q**2
recoils = np.array([recoil_energy(b) for b in b_values])
S_path = np.sum(wq * 60 * a * q * 2 * np.pi * b_values * recoils)
assert abs(S_path / S_int - 1) < 2e-3

# Convergence of the scattering integral, then accuracy of the published fit
assert abs(integral_stopping(eps, 240) / s_int - 1) < 1e-5
assert abs(s_fit / s_int - 1) < 0.05
table_eps = [0.01, 0.1, 1.0, 10.0]
table = [(e, fit_stopping(e), integral_stopping(e)) for e in table_eps]
for _, fitted, integrated in table:
    assert abs(fitted / integrated - 1) < 0.10

# Practical coefficients follow from the atomic-unit definitions
energy_coefficient = 0.8854 * 1000 / HARTREE_EV
to_ev_1e15 = HARTREE_EV * (BOHR_NM * 1e-7)**2 * 1e15
stopping_coefficient = 4 * np.pi * 0.8854 * to_ev_1e15
assert abs(energy_coefficient - 32.53) < 0.02
assert abs(stopping_coefficient / 8.462 - 1) < 0.005
assert abs(eps - 0.24) < 0.005

to_ev_nm = HARTREE_EV * BOHR_NM**2 * density_nm3
top, first, second, third = fit_terms(eps)
print(f"Charge numbers As, Si: {Z1}, {Z2}")
print(f"Atomic masses As, Si: {mass1_u:.3f}, {mass2_u:.3f} u")
print(f"Laboratory energy: {energy_kev:.1f} keV = {E:.2f} hartree")
print(f"Hartree energy: {HARTREE_EV:.4f} eV")
print(f"Bohr radius: {BOHR_NM:.6f} nm")
print(f"Z1^0.23, Z2^0.23: {power1:.4f}, {power2:.4f}")
print(f"Screening length a: {a:.5f} bohr")
print(f"Mass fraction M2/(M1+M2): {M2/(M1+M2):.5f}")
print(f"Centre-of-mass energy: {E_cm:.2f} hartree")
print(f"Unscreened head-on distance d: {head_on_coulomb:.5f} bohr")
print(f"Ratio d/a: {head_on_coulomb/a:.3f}")
print(f"Screened head-on distance / a: {lowest_x:.3f}")
print(f"Reduced energy eps: {eps:.4f}")
print(f"Wrong eps from laboratory energy: {a*E/(Z1*Z2):.4f}")
print(f"Derived energy coefficient: {energy_coefficient:.3f} per keV")
print(f"Fit numerator ln(1+1.1383 eps): {top:.5f}")
print(f"Fit denominator term eps: {first:.5f}")
print(f"Fit denominator term 0.01321 eps^0.21226: {second:.5f}")
print(f"Fit denominator term 0.19593 eps^0.5: {third:.5f}")
print(f"Fit full denominator: {2*(first+second+third):.5f}")
print(f"Reduced nuclear stopping, fit: {s_fit:.4f}")
print(f"Reduced nuclear stopping, integral: {s_int:.4f}")
print(f"Fit minus integral, relative: {100*(s_fit/s_int-1):.2f} %")
print(f"Energy transfer factor gamma: {gamma:.4f}")
print(f"Largest recoil energy gamma*E: {gamma*energy_kev:.2f} keV")
print(f"Head-on recoil, trajectory: {T_head_on*HARTREE_EV/1000:.2f} keV")
print(f"Angle at b=a, centre of mass: {np.degrees(theta_sample):.2f} deg")
print(f"Recoil at b=a, formula: {T_reduced*HARTREE_EV/1000:.3f} keV")
print(f"Recoil at b=a, trajectory: {T_path*HARTREE_EV/1000:.3f} keV")
print(f"Stopping cross section, fit: {S_fit:.3f} hartree bohr^2")
print(f"Stopping cross section, integral: {S_int:.3f} hartree bohr^2")
print(f"Stopping cross section, paths: {S_path:.3f} hartree bohr^2")
print(f"Stopping cross section, fit: {S_fit*to_ev_1e15:.1f} "
      "eV/(1e15 atoms/cm^2)")
print(f"Derived stopping coefficient: {stopping_coefficient:.3f} "
      "eV/(1e15 atoms/cm^2)")
print(f"Chosen atomic density: {density_nm3:.1f} atoms/nm^3")
print(f"Nuclear energy loss, fit: {S_fit*to_ev_nm:.0f} eV/nm")
for e, fitted, integrated in table:
    print(f"eps={e:g}: fit s={fitted:.4f}, integral s={integrated:.4f}, "
          f"difference={100*(fitted/integrated-1):.2f} %")
print("verified")
```

Running it gives:

```
Charge numbers As, Si: 33, 14
Atomic masses As, Si: 74.922, 28.085 u
Laboratory energy: 50.0 keV = 1837.47 hartree
Hartree energy: 27.2114 eV
Bohr radius: 0.052918 nm
Z1^0.23, Z2^0.23: 2.2349, 1.8349
Screening length a: 0.21755 bohr
Mass fraction M2/(M1+M2): 0.27265
Centre-of-mass energy: 500.99 hartree
Unscreened head-on distance d: 0.92218 bohr
Ratio d/a: 4.239
Screened head-on distance / a: 1.375
Reduced energy eps: 0.2359
Wrong eps from laboratory energy: 0.8653
Derived energy coefficient: 32.538 per keV
Fit numerator ln(1+1.1383 eps): 0.23787
Fit denominator term eps: 0.23591
Fit denominator term 0.01321 eps^0.21226: 0.00972
Fit denominator term 0.19593 eps^0.5: 0.09517
Fit full denominator: 0.68160
Reduced nuclear stopping, fit: 0.3490
Reduced nuclear stopping, integral: 0.3484
Fit minus integral, relative: 0.16 %
Energy transfer factor gamma: 0.7933
Largest recoil energy gamma*E: 39.66 keV
Head-on recoil, trajectory: 39.66 keV
Angle at b=a, centre of mass: 75.76 deg
Recoil at b=a, formula: 14.952 keV
Recoil at b=a, trajectory: 14.952 keV
Stopping cross section, fit: 320.602 hartree bohr^2
Stopping cross section, integral: 320.079 hartree bohr^2
Stopping cross section, paths: 320.079 hartree bohr^2
Stopping cross section, fit: 244.3 eV/(1e15 atoms/cm^2)
Derived stopping coefficient: 8.478 eV/(1e15 atoms/cm^2)
Chosen atomic density: 50.0 atoms/nm^3
Nuclear energy loss, fit: 1221 eV/nm
eps=0.01: fit s=0.1637, integral s=0.1639, difference=-0.12 %
eps=0.1: fit s=0.3170, integral s=0.3174, difference=-0.14 %
eps=1: fit s=0.3143, integral s=0.3119, difference=0.78 %
eps=10: fit s=0.1182, integral s=0.1226, difference=-3.58 %
verified
```
